# The Polarization Catastrophe and a Metallization Estimate for Magnesium

## A negative permittivity

Take the polarizability computed for a free magnesium atom, place such atoms at the rough molar volume of ordinary magnesium, 14 cm³/mol, and calculate the static relative permittivity from the Clausius-Mossotti relation. The result is $-5.0$. A dilute gas of the same atoms has a permittivity slightly above 1, and in the formula the permittivity rises with density. It can therefore become negative only by passing through infinity, at a singularity between the two densities. With this computed polarizability the singularity lies at 28.0 cm³/mol; a more complete treatment of the atom lowers it to about 26 to 27 cm³/mol. The Goldhammer-Herzfeld criterion takes this volume as an estimate of where the substance turns metallic.

The model consists of identical atoms, each a point dipole with fixed static polarizability $\alpha$, on a cubic lattice of molar volume $V$. The number density is $N=N_A/V$, each atom has dipole moment $\mathbf p$, and $\mathbf P=N\mathbf p$. The macroscopic field is $\mathbf E$, and $\varepsilon$ is the relative permittivity, so $\mathbf P=\varepsilon_0(\varepsilon-1)\mathbf E$. The polarizability volume $\alpha'$ is defined by $\alpha=4\pi\varepsilon_0\alpha'$. Retardation is neglected.

## The field that acts on an atom

An atom responds to the field of everything except itself. To find it, draw a sphere around the atom, large compared with the lattice spacing and small compared with the distance over which $\mathbf P$ varies. Outside the sphere the dipoles may be treated as a continuum. Inside, the continuum contribution must be removed from $\mathbf E$ and replaced by the sum over discrete dipoles.

The continuum contribution is the field inside a uniformly polarized sphere. Represent the sphere by two balls of charge density $+\rho$ and $-\rho$, the positive one displaced by a small vector $\mathbf s$, so that $\mathbf P=\rho\mathbf s$. By Gauss's law the field inside one ball is $\rho\mathbf r/(3\varepsilon_0)$, with $\mathbf r$ measured from its centre. With centres at $\pm\mathbf s/2$, the total is

$$
\frac{\rho}{3\varepsilon_0}\left[\left(\mathbf r-\frac{\mathbf s}{2}\right)-\left(\mathbf r+\frac{\mathbf s}{2}\right)\right]=-\frac{\mathbf P}{3\varepsilon_0}.
$$

The discrete dipoles, all equal to $p$ along $z$, produce at the centre the $z$ component

$$
\frac{p}{4\pi\varepsilon_0}\sum_j\frac{3z_j^2-r_j^2}{r_j^5}=0 .
$$

It vanishes because cubic symmetry makes the sums of $x_j^2/r_j^5$, $y_j^2/r_j^5$ and $z_j^2/r_j^5$ equal, so that three times one of them equals the sum of $r_j^2/r_j^5$. The $x$ and $y$ components contain $x_jz_j$ and $y_jz_j$, which cancel between mirror-image sites. Removing the continuum part therefore leaves

$$
\mathbf E_{\rm loc}=\mathbf E-\left(-\frac{\mathbf P}{3\varepsilon_0}\right)=\mathbf E+\frac{\mathbf P}{3\varepsilon_0}. \tag{1}
$$

An Ewald summation over the lattice dipoles, for a wave of very small wave vector perpendicular to $\mathbf P$, tests the factor $1/3$ for the simple cubic and face-centred cubic lattices and gives 0.333333 for both.

Magnesium is hexagonal close-packed, so the symmetry argument does not cover it. For the ideal axial ratio the summed factors are 0.333143 for polarization normal to the hexagonal axis and 0.333714 along it. They differ from $1/3$ by about 0.1% of its value or less. The axial ratio of real magnesium is slightly smaller than the ideal one, which makes the difference larger but leaves it below 1%, still negligible in this estimate.

## Self-consistency and the singular volume

Insert $\mathbf p=\alpha\mathbf E_{\rm loc}$ into $\mathbf P=N\mathbf p$ and collect the terms in $\mathbf P$:

$$
\mathbf P=N\alpha\mathbf E+\frac{N\alpha}{3\varepsilon_0}\mathbf P
\quad\Longrightarrow\quad
\left(1-\frac{N\alpha}{3\varepsilon_0}\right)\mathbf P=N\alpha\mathbf E .
$$

Define the molar refraction $R$ and the dimensionless density $x$ by

$$
R=\frac{N_A\alpha}{3\varepsilon_0}=\frac{4\pi}{3}N_A\alpha',\qquad x=\frac{R}{V}=\frac{N\alpha}{3\varepsilon_0}.
$$

Then $N\alpha=3\varepsilon_0x$, and division by $\varepsilon_0\mathbf E$ gives

$$
\varepsilon-1=\frac{3x}{1-x},\qquad \varepsilon=\frac{1+2x}{1-x}. \tag{2}
$$

Since $\varepsilon+2=3/(1-x)$, this is the Clausius-Mossotti relation $(\varepsilon-1)/(\varepsilon+2)=R/V$.

The denominator is a feedback factor. A dipole produces a field at the other atoms, which enlarges their dipoles, which return a field to the first. Each round multiplies the response by $x$, and for $x<1$ the rounds add up to $1+x+x^2+\dots=1/(1-x)$. At $x=1$, that is at $V=R$, each round returns as much as it received and the sum diverges.

## Why the singularity is an instability

A divergence of a static formula does not say what happens beyond it. For that, the dipoles need dynamics. Let each atom be an oscillator of frequency $\omega_0$:

$$
\ddot{\mathbf p}+\omega_0^2\mathbf p=\omega_0^2\alpha\,\mathbf E_{\rm loc}. \tag{3}
$$

For a static field this returns $\mathbf p=\alpha\mathbf E_{\rm loc}$, as it must.

Consider a long polarization wave with wave vector $\mathbf q$ perpendicular to $\mathbf P$, and no external sources. Without retardation $\mathbf E$ is curl-free and hence parallel to $\mathbf q$. The absence of free charge requires $\mathbf q\cdot(\varepsilon_0\mathbf E+\mathbf P)=0$, and $\mathbf q\cdot\mathbf P=0$, so $\mathbf E=0$. The local field is then $\mathbf P/(3\varepsilon_0)$, and $\alpha\mathbf P/(3\varepsilon_0)=x\mathbf p$. Equation (3) becomes

$$
\ddot{\mathbf p}=-\omega_0^2(1-x)\mathbf p,\qquad \omega_T=\omega_0\sqrt{1-x}. \tag{4}
$$

The restoring force vanishes at $x=1$. For $x>1$ a small polarization grows as $\exp(\omega_0\sqrt{x-1}\,t)$, so the unpolarized state is unstable. The negative permittivity belongs to that state: the formula still finds a balance of forces, with $\mathbf p$ opposite to $\mathbf E$, but the balance is unstable. It is not the permittivity of a metal.

A longitudinal wave behaves differently. There $\mathbf P$ is parallel to $\mathbf q$, the condition on free charge gives $\mathbf E=-\mathbf P/\varepsilon_0$, and the local field is $-2\mathbf P/(3\varepsilon_0)$. Hence $\omega_L^2=\omega_0^2(1+2x)$, which increases with density. Dividing the two squared frequencies gives

$$
\frac{\omega_L^2}{\omega_T^2}=\frac{1+2x}{1-x}=\varepsilon .
$$

The static permittivity diverges because the transverse frequency goes to zero, while the longitudinal one stays finite.

## Close to the catastrophe: leading term and first correction

Measure the distance from the singular volume by

$$
\delta=\frac{V-R}{R},\qquad x=\frac{1}{1+\delta}.
$$

Then $1-x=\delta/(1+\delta)$, and equation (2) becomes

$$
\varepsilon=1+\frac{3/(1+\delta)}{\delta/(1+\delta)}=\frac{3}{\delta}+1. \tag{5}
$$

The leading term is $3/\delta$, the first correction is $+1$, and for fixed $\alpha$ the expansion ends there. At $V/R=1.10$ the leading term gives 30 and the lattice solution 31.00. At $V/R=1.01$ the values are 300 and 301.00. Relative to the full permittivity, the leading term is too small by the fraction $1/(1+3/\delta)=\delta/(3+\delta)$, which is about 3% in the first case and 0.3% in the second.

For the soft mode,

$$
\frac{\omega_T}{\omega_0}=\sqrt{\frac{\delta}{1+\delta}}=\sqrt{\delta}\left(1-\frac{\delta}{2}+\frac{3\delta^2}{8}-\dots\right). \tag{6}
$$

This follows from the binomial series of $(1+\delta)^{-1/2}$, and here the series does not end. At $\delta=0.10$ the leading term is 0.3162, the first correction brings it to $0.3162\times0.95=0.3004$, and the lattice value is 0.3015. The error relative to the lattice value falls from about 5% to about 0.4%. At $\delta=0.50$ the corrected value is $0.7071\times0.75=0.530$ against 0.5774, an error of 8%, so two terms are no longer a good description.

## The dilute limit

Far from the singularity the small parameter is $x$ itself. Expanding (2) and (4) gives

$$
\varepsilon=1+3x+3x^2+\dots,\qquad \frac{\omega_T}{\omega_0}=1-\frac{x}{2}-\frac{x^2}{8}-\dots
$$

The term $3x=N\alpha/\varepsilon_0$ is the response of independent atoms. The term $3x^2$ is the first round of feedback. At $V/R=3$, where $x=1/3$, independent atoms give $\varepsilon=2$, one round of feedback raises this to 2.33, and the full value is 2.50. No finite number of terms in this series produces the divergence at $x=1$.

## When the polarizability depends on volume

In a real substance $\alpha$ changes as the atoms approach each other. Suppose that the other assumptions hold and that $R(V)$ is a smooth function. The singular volume $V_*$ then solves $V_*=R(V_*)$. Write $h=V-V_*$, and let $R'$ and $R''$ be the derivatives at $V_*$, with $R'<1$. Then

$$
V+2R=3V_*+(1+2R')h+\dots,\qquad V-R=(1-R')h-\frac{R''h^2}{2}+\dots
$$

Since $\varepsilon=(V+2R)/(V-R)$, take $3V_*$ out of the numerator and $(1-R')h$ out of the denominator, and expand the remaining quotient to first order in $h$:

$$
\varepsilon=\frac{3V_*}{(1-R')h}+\frac{1+2R'}{1-R'}+\frac{3V_*R''}{2(1-R')^2}+O(h). \tag{7}
$$

For $R'=R''=0$ this reduces to (5). The inverse first power of $h$ survives, but in general its coefficient changes and the correction differs from 1. The condition $R'<1$ ensures that $V>R$ just on the expanded side of $V_*$, where the dielectric state is stable against the uniform polarization wave. The critical volume also moves. If the polarizability near $V_*$ is a fraction $s$ above the free-atom value, then $V_*$ is larger than the free-atom estimate by the same fraction.

## Does another pattern fail first?

The uniform wave is one of many possible dipole patterns. For a pattern with wave vector $\mathbf q$, let the other dipoles produce at each atom the field $\lambda\mathbf p/(4\pi\varepsilon_0v)$, where $v=V/N_A$ and $\lambda$ is a number fixed by the lattice and the pattern. Equation (3) then has the restoring factor $1-\alpha'\lambda/v$, which vanishes at

$$
V_\lambda=N_A\alpha'\lambda=\frac{\lambda}{4\pi/3}\,R .
$$

On a cubic lattice the uniform transverse pattern has $\lambda=4\pi/3$ and gives $V=R$; on the hexagonal close-packed lattice the pattern along the axis has a $\lambda$ larger by less than 1%. A pattern with larger $\lambda$ becomes unstable at a larger volume, hence earlier on compression.

On a $6\times6\times6$ grid of wave vectors, with the zero vector left out, the largest ratio $\lambda/(4\pi/3)$ is 0.9655 for the face-centred cubic lattice and 0.9904 for the hexagonal close-packed one. Neither scan finds a competitor to the uniform pattern, although a finite grid is evidence and not proof. The hexagonal cell contains two atoms, so leaving out the zero vector there also skips the patterns in which these two atoms have opposite dipoles. The simple cubic lattice gives 1.2781. There a nonuniform pattern becomes unstable already at $V=1.28R$, while the static permittivity from (5) is still finite, about 12. Cubic symmetry secures the local field (1), but it does not make $V=R$ the first instability.

## Magnesium

The polarizability of the free atom follows from its energy in a weak static field $F$,

$$
\mathcal E(F)=\mathcal E(0)-\frac{\alpha F^2}{2}-\frac{\gamma F^4}{24}-\dots
$$

The quotient $a(F)=-2[\mathcal E(F)-\mathcal E(0)]/F^2$ equals $\alpha+\gamma F^2/12+\dots$. Doubling the field multiplies its first error by four, so the combination $[4a(F)-a(2F)]/3$ removes that error and leaves $\alpha$ up to terms of order $F^4$.

Hartree-Fock theory gives 81.51 atomic units, both from the energy and from the induced dipole. Coupled cluster theory with single and double excitations (CCSD), with the ten core electrons left uncorrelated, gives 74.91. A smaller basis gives 74.62, lower by 0.4%, and a larger one gives about 75.1 (and raises the Hartree-Fock value by about 0.1), so the decimals are not converged. Core-valence correlation, relativity and the remaining basis error are left out, so 74.91 is a computed value at a stated level and not the exact polarizability. Core-valence correlation is the largest omission: it lowers $\alpha$ by roughly 5 to 7%, to about 70 to 71 atomic units, which would move $V_c$ below to about 26 to 27 cm³/mol and the formal permittivity at 14 cm³/mol to between $-5.3$ and $-5.4$.

In SI units $\alpha=1.2352\times10^{-39}$ C m²/V, which corresponds to $\alpha'=11.10$ Å³. The criterion gives

$$
V_c=\frac{N_A\alpha}{3\varepsilon_0}
=\frac{(6.0221\times10^{23})(1.2352\times10^{-39})}{3\,(8.8542\times10^{-12})}\ \frac{\rm m^3}{\rm mol}
=2.80\times10^{-5}\ \frac{\rm m^3}{\rm mol},
$$

or 28.0 cm³/mol. The Hartree-Fock polarizability would give 30.5 cm³/mol, about 9% more, because $V_c$ is proportional to $\alpha$.

At the rough volume of 14 cm³/mol, $x=28.0/14=2.0$ and $\delta=-0.5$. Equation (5) gives $\varepsilon=-6+1=-5$, the number at the start. By (4) the unpolarized state of the model would decay there at the rate $\omega_0\sqrt{2.0-1}=\omega_0$, within about one radian of the atomic oscillation. Ordinary magnesium lies far inside the unstable region, and the criterion correctly classes it as a metal. An error of ten per cent in $\alpha$ would not change this. This is agreement in a single case, and it says nothing about the accuracy of $V_c$ as a transition volume.

## What the estimate leaves out

In a close-packed lattice with neighbour distance $d$ the volume per atom is $d^3/\sqrt2$. At $V_c$ this equals $4\pi\alpha'/3$, so

$$
d_c=\left(\frac{4\pi\sqrt2}{3}\right)^{1/3}\alpha'^{1/3}=1.81\,\alpha'^{1/3},
$$

which is 4.04 Å for magnesium.

The length $\alpha'^{1/3}$ has a simple meaning for a conducting sphere of radius $a$. Outside the sphere the potential is $-Er\cos\theta+p\cos\theta/(4\pi\varepsilon_0r^2)$. It must vanish at $r=a$, so $p=4\pi\varepsilon_0a^3E$ and $\alpha'=a^3$. Such spheres touch at $d=2\alpha'^{1/3}$, before the distance $1.81\,\alpha'^{1/3}$ is reached. If $\alpha'^{1/3}$ is taken as a rough measure of an atom's size, the electron clouds overlap at $V_c$, and the point-dipole description is already doubtful where the criterion uses it.

The step from instability to metal is a further assumption. In Herzfeld's picture the vanishing restoring force means that the electrons are no longer bound to their atoms. Equation (3) shows only that the unpolarized insulator is unstable, and an insulator with permanent polarization would also be a possible outcome. Whether the electrons conduct depends on energy bands, which this model does not contain. The value of 28 cm³/mol is therefore only a rough scale: the volume at which, within the point-dipole model, a close-packed lattice of unpolarized magnesium atoms becomes unstable. The numerical output below lists the lattice sums and the values for magnesium.

## Values computed for the example and the checks

```
local-field factor, simple cubic: 0.333333
local-field factor, fcc: 0.333333
local-field factor, ideal hcp, P normal to c: 0.333143
local-field factor, ideal hcp, P along c: 0.333714
largest nonuniform eigenvalue / (4 pi/3), 6x6x6 grid:
  simple cubic 1.2781, fcc 0.9655, hcp 0.9904
fcc lattice solution: V/R, eps, omega_T/omega_0
  3.00  2.50  0.8165
  2.00  4.00  0.7071
  1.50  7.00  0.5774
  1.10  31.00  0.3015
  1.01  301.00  0.0995
basis functions, main and small set: 79, 56
Mg alpha, HF from energy: 81.51 atomic units
Mg alpha, HF from induced dipole: 81.51 atomic units
Mg alpha, valence CCSD: 74.91 atomic units
Mg alpha, valence CCSD, small set: 74.62 atomic units
Mg alpha, valence CCSD: 1.2352e-39 C m^2/V
Mg polarizability volume: 1.1101e-29 m^3
Mg polarizability volume: 11.10 cubic angstrom
Avogadro constant: 6.022141e+23 1/mol
vacuum permittivity: 8.854188e-12 F/m
estimated metallization volume V_c: 2.800e-05 m^3/mol
estimated metallization volume V_c: 28.0 cm^3/mol
V_c with HF polarizability: 30.5 cm^3/mol
close-packed neighbour distance at V_c: 4.04 angstrom
rough volume of ordinary Mg (input): 14 cm^3/mol
V_c / rough volume: 2.0
formal eps at rough volume: -5.0
```
